# Gygi-Baldereschi and truncated-Coulomb treatments of Fock exchange on k meshes

## Definitions and conventions

Hartree atomic units are used. The crystal is a closed-shell insulator with one doubly occupied band on a simple cubic lattice of constant $a$. A $\Gamma$-centred mesh has $N_k=N^3$ points and corresponds to a periodic supercell of edge $L=Na$ and volume $V=L^3$. The orbitals $\phi_{\mathbf k}$ are normalized in the supercell and held fixed, so self-consistent changes of the orbitals with the mesh are not included. "Error" means the exchange energy per primitive cell on the mesh minus its infinite-mesh value.

The two spin channels cancel the factor $\tfrac12$ in the Fock energy, so that per cell
$$E_x=-\frac1{N_k}\sum_{\mathbf k\mathbf k'}\iint\frac{\phi^*_{\mathbf k}(\mathbf r)\phi_{\mathbf k'}(\mathbf r)\,\phi^*_{\mathbf k'}(\mathbf r')\phi_{\mathbf k}(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$
Define the pair density $M_{\mathbf k}(\mathbf Q)=\int\phi^*_{\mathbf k}e^{-i\mathbf Q\cdot\mathbf r}\phi_{\mathbf k+\mathbf Q}\,d^3r$, with $\mathbf k+\mathbf Q$ folded into the Brillouin zone. Expanding the interaction as $V^{-1}\sum_{\mathbf Q}v(Q)e^{i\mathbf Q\cdot(\mathbf r-\mathbf r')}$ turns the sums over $\mathbf k'$ and reciprocal vectors $\mathbf G$ into one sum over $\mathbf Q=\mathbf q+\mathbf G$:
$$E_x=-\frac1V\sum_{\mathbf Q}v(Q)A(\mathbf Q),\qquad A(\mathbf Q)=\frac1{N_k}\sum_{\mathbf k}|M_{\mathbf k}(\mathbf Q)|^2,\qquad v=\frac{4\pi}{Q^2}.$$
Normalization gives $A(0)=1$, so the term $\mathbf Q=0$ diverges. In the infinite-mesh limit $V^{-1}\sum_{\mathbf Q}\to\int d^3Q/(2\pi)^3$, and a ball of radius $q_0$ contributes
$$\frac{1}{(2\pi)^3}\int_0^{q_0}\frac{4\pi}{Q^2}\,4\pi Q^2\,dQ=\frac{2q_0}{\pi}.$$
The singularity is integrable, but one mesh cell, with $q_0\sim1/L$, carries a weight of order $1/L$.

The same energy in real space uses the density matrix of one spin, $\gamma$:
$$h(\mathbf s)=\int_{\rm cell}|\gamma(\mathbf r,\mathbf r+\mathbf s)|^2d^3r,\qquad E_x=-\int\frac{h(\mathbf s)}{s}\,d^3s .$$
Idempotency of $\gamma$ gives $\int h=1$: $h$ is the exchange hole with its sign removed, averaged over the cell with the density as weight. It is the Fourier transform of $A$. For cubic symmetry $\langle s_is_j\rangle=\delta_{ij}\langle s^2\rangle/3$, with averages taken over $h$, hence
$$A(\mathbf Q)=1-cQ^2+O(Q^4),\qquad c=\langle s^2\rangle/6 .$$

## What omitting the singular term does

Dropping $\mathbf Q=0$ replaces $1/s$ by the periodic potential $\varphi(\mathbf s)=V^{-1}\sum_{\mathbf Q\ne0}(4\pi/Q^2)e^{i\mathbf Q\cdot\mathbf s}$. This is the potential of unit charges at all supercell lattice points in a neutralizing background, so $\nabla^2\varphi=4\pi/V$ away from the charges. Near the origin, $\varphi-1/s$ is therefore a constant, plus $2\pi s^2/(3V)$ (because $\nabla^2s^2=6$), plus harmonic polynomials. Cubic symmetry excludes harmonics with $l=1,2,3$, so the first has $l=4$ and is proportional to
$$K_4(\mathbf s)=\sum_is_i^4-\tfrac35s^4 .$$

Its coefficient comes from the multipole expansion of the image charges, whose $l=4$ part is $s^4P_4(\hat{\mathbf s}\cdot\hat{\mathbf R})/R^5$. Averaged over the cubic group, $P_4$ becomes $\lambda K_4(\hat{\mathbf s})K_4(\hat{\mathbf R})$. Put both directions on the $x$ axis: the average over six axes is $(2\cdot1+4\cdot\tfrac38)/6=\tfrac7{12}$, while $K_4(\hat{\mathbf x})=\tfrac25$. Thus $\lambda=\frac{7/12}{4/25}=\frac{175}{48}$, and
$$\varphi=\frac1s-\frac{\xi}{L}+\frac{2\pi s^2}{3V}+\frac{D K_4(\mathbf s)}{L^5}+\dots,\qquad D=\frac{175}{48}\sum_{\mathbf n\ne0}\frac{K_4(\mathbf n)}{n^9},$$
where $\mathbf n$ runs over integer vectors. The Ewald constant is $\xi=2.8373$, and $D=7.77$. Averaging over $h$ and using $\langle s^2\rangle=6c$ gives
$$E_{\rm omit}-E_x=\frac{\xi}{L}-\frac{4\pi c}{V}-\frac{D\langle K_4\rangle}{L^5}+\dots \tag{1}$$
The expansion is asymptotic: it holds near the origin, and the exponentially small tail of $h$ beyond that region is neglected. So is the error of averaging $|M|^2$ over a finite mesh. It is also exponentially small but decays more slowly: as $e^{-\kappa L}$ if the density matrix decays as $e^{-\kappa s}$, against $e^{-2\kappa L}$ for the tail of $h$. The leading term is the energy of the unit hole in the potential of the periodic images of its electron and their background. The two charges are opposite, hence the positive sign; the term does not depend on the shape of the hole.

## Auxiliary-function subtraction

### Gaussian form

Take $F(Q)=4\pi e^{-\beta Q^2}/Q^2$, which has the same singularity as $vA$. Summed over $\mathbf G$ it is a periodic function of $\mathbf q$. Its integral is
$$\int\!\frac{d^3Q}{(2\pi)^3}F=\frac2\pi\int_0^\infty e^{-\beta Q^2}dQ=\frac1{\sqrt{\pi\beta}} .$$
Write $vA=(vA-F)+F$, evaluate the bracket on the mesh and integrate $F$ analytically. With the bracket at $\mathbf Q=0$ dropped,
$$E_{\rm G}=E_{\rm omit}-X,\qquad X=\frac1{\sqrt{\pi\beta}}-\frac1V\sum_{\mathbf Q\ne0}F(Q).\tag{2}$$

The size of $X$ follows from the expansion of $\varphi$, because $e^{-\beta Q^2}$ is the transform of a normalized Gaussian hole with $\langle s^2\rangle=6\beta$ and $\langle1/s\rangle=1/\sqrt{\pi\beta}$. Its spherical shape makes the average of each $l>0$ harmonic vanish. Therefore $V^{-1}\sum'F=1/\sqrt{\pi\beta}-\xi/L+4\pi\beta/V$ and $X=\xi/L-4\pi\beta/V$, up to terms of order $e^{-L^2/4\beta}$. Inserting this in (1),
$$E_{\rm G}-E_x=\frac{4\pi(\beta-c)}{V}-\frac{D\langle K_4\rangle}{L^5}+\dots\tag{3}$$

The dropped bracket has the finite limit
$$\lim_{Q\to0}\frac{4\pi}{Q^2}\left[(1-cQ^2)-(1-\beta Q^2)\right]=4\pi(\beta-c).$$
It enters the energy with the factor $-1/V$. Restoring it gives
$$E_{\rm GL}=E_{\rm G}-\frac{4\pi(\beta-c)}V,\qquad E_{\rm GL}-E_x=-\frac{D\langle K_4\rangle}{L^5}+\dots\tag{4}$$
One extra number, $c$, changes the order from $L^{-3}$ to $L^{-5}$. Choosing $\beta=c$ has the same effect, since the limit is then zero. The rest of (4) is the energy of the cubic distortion of the hole in the field of the periodic images of the electron.

### Trigonometric form

A periodic function for the simple cubic lattice is
$$f(\mathbf q)=\frac{2\pi a^2}{\sum_i(1-\cos q_ia)} .$$
To integrate it, use $1/x=\int_0^\infty e^{-tx}dt$ and the angular average $\langle e^{t\cos\theta}\rangle=I_0(t)$:
$$\int_{\rm BZ}\frac{d^3q}{(2\pi)^3}f=\frac{2\pi a^2}{a^3}W=\frac{2\pi W}a,\qquad W=\int_0^\infty[e^{-t}I_0(t)]^3dt=0.505462 .$$
The energy is $E_{\rm T}=E_{\rm omit}-[2\pi W/a-V^{-1}\sum_{\mathbf q\ne0}f]$, with the sum over one Brillouin zone. The terms of $vA$ at $\mathbf q=0$, $\mathbf G\ne0$ stay in $E_{\rm omit}$.

Since $2(1-\cos q_ia)/a^2=q_i^2-a^2q_i^4/12+\dots$, the expansion is
$$f=\frac{4\pi}{q^2}+\frac{\pi a^2}{3}\frac{\sum_iq_i^4}{q^4}+O(q^2).$$
The second term depends on direction at $\mathbf q=0$, so the remainder has no unique limit there. A term homogeneous of degree $p$ contributes a mesh error proportional to $\delta^{3+p}$, where $\delta=2\pi/L$: the volume element supplies $\delta^3$ and the function $\delta^p$. The coefficient vanishes for a polynomial term whose value at $\mathbf q=0$ is kept, because such a term is smooth; this is why the restored constant in (4) leaves no $L^{-3}$ error. Here $p=0$ and the error is of order $L^{-3}$. The name "auxiliary function" thus does not fix a convergence rate; the rate depends on how the remainder behaves at $\mathbf q=0$ and on the value used there.

## Spherical truncation

Replace $1/s$ by zero beyond $s=R$. The transform is
$$v_R(Q)=\frac{4\pi}{Q}\int_0^R\sin(Qs)\,ds=\frac{4\pi(1-\cos QR)}{Q^2},\qquad v_R(0)=2\pi R^2 ,$$
and no term is singular. By Poisson summation, the sum over the mesh periodizes the hole with the supercell translations $\mathbf T$. For a converged $A$,
$$E_R-E_x=\int_{s>R}\frac{h(\mathbf s)}s\,d^3s-\sum_{\mathbf T\ne0}\int_{s<R}\frac{h(\mathbf s+\mathbf T)}s\,d^3s .\tag{5}$$
The first term is the missing outer hole; the second is image hole inside the sphere.

Suppose that $\gamma$ decays as $e^{-\kappa s}$ along the axes, the slowest directions in the model below. Then $h\sim e^{-2\kappa s}$, and the two terms scale as $e^{-2\kappa R}$ and $e^{-2\kappa(L-R)}$. A finite $k$ average also periodizes $\gamma$ before it is squared. The cross terms are bounded in exponent by $e^{-\kappa(|s|+|L-s|)}\le e^{-\kappa L}$. The guaranteed rate is the smallest of $2\kappa R$, $2\kappa(L-R)$ and $\kappa L$, and it is largest at $R=L/2$, where all three equal $\kappa L$. A sphere of volume $V$ has $R=(3/4\pi)^{1/3}L=0.620L$; it protrudes from the supercell, and image holes reduce the rate to $2(1-0.620)\kappa L=0.759\,\kappa L$. Prefactors are not determined by this argument.

## Pseudocode

```
input: occupied orbitals on an N*N*N mesh, method
for each mesh transfer q and reciprocal vector G:
    Q = q + G
    A[Q] = average over k of |M_k(Q)|^2

if method == truncation:
    R = L/2
    return -(1/V) * sum over all Q of v_R(Q)*A[Q]

E = -(1/V) * sum over Q != 0 of (4 pi/Q^2)*A[Q]
X = 1/sqrt(pi*beta) - (1/V) * sum over Q != 0 of F(Q)
d = 2 pi/L
c1 = (1 - A[d,0,0]) / d^2
c2 = (1 - A[2d,0,0]) / (2d)^2
c  = (4*c1 - c2)/3
return E - X - 4 pi*(beta - c)/V
```

The extrapolation of $c$ matters. Along an axis $A=1-cd^2+\langle s_x^4\rangle d^4/24-\dots$, so $c_1=c-\langle s_x^4\rangle d^2/24$. Using $c_1$ alone changes the energy, at leading order, by
$$-\frac{4\pi}{V}\frac{\langle s_x^4\rangle}{24}\frac{4\pi^2}{L^2}=-\frac{2\pi^3}{3}\frac{\langle s_x^4\rangle}{L^5},$$
the same order as the error one wants to keep small. In $(4c_1-c_2)/3$ the $d^2$ terms cancel, and the induced energy error is of order $L^{-7}$.

## Cost and the exchange operator

With $n$ occupied bands, the pair densities require of order $n^2N_k^2$ Fourier transforms without symmetry. The kernel or auxiliary sum costs of order $N_kN_G$, where $N_G$ is the number of reciprocal vectors, and is done once per cell and mesh. The treatments therefore differ little in cost at equal $N$; their difference lies in the $N$ they need. For $n$ bands $A(0)=n$, so $X$ is multiplied by $n$ and $c$ is replaced by the curvature of the total $A$, with $\beta$ replaced by $n\beta$ in the limit term.

In a self-consistent calculation the correction $-X$ is the energy $-\tfrac12X\sum_\sigma{\rm Tr}\,P_\sigma^2$, where $P_\sigma$ projects on the occupied orbitals. Its variation is $-X\sum_\sigma{\rm Tr}(P_\sigma\delta P_\sigma)$, so the operator is $-XP_\sigma$. It lowers occupied levels by $X$ and leaves empty ones unchanged. Omitting it narrows the Fock gap by $\xi/L$ at leading order. The limit term depends on the orbitals through $c$, and a consistent operator needs the derivative of $c$ too. The truncated kernel needs no such addition: the same $v_R$ serves energy and operator.

## A solvable band

Let the band be spanned by one normalized Gaussian $\propto e^{-\alpha r^2}$ per site. All quantities factorize into Cartesian parts. In one dimension neighbours at distance $na$ overlap by $e^{-\alpha a^2n^2/2}$, and the Bloch sums are normalized with
$$S(k)=\sum_ne^{-\alpha a^2n^2/2}\cos(kna).$$
The product of two Gaussians $na$ apart is centred at $na/2$ and has exponent $2\alpha$; its transform is $e^{-\alpha a^2n^2/2}e^{-iQna/2}e^{-Q^2/8\alpha}$. Multiplying by the Bloch phase $e^{i(k+Q)na}$ and summing over $n$ gives $S(k+Q/2)$, so one factor of $A$ is
$$A_1(Q)=e^{-Q^2/4\alpha}\left\langle\frac{S(k+Q/2)^2}{S(k)S(k+Q)}\right\rangle_k .$$

The curvature follows with $u=\ln S$. The logarithm of the ratio is $2u(k+Q/2)-u(k)-u(k+Q)=-\tfrac14u''Q^2+O(Q^3)$, and the Brillouin-zone average of $u''$ vanishes because $u'$ is periodic. Hence $c=1/(4\alpha)$, whatever the overlap.

The density matrix contains the inverse overlap, whose decay is set by the zero of $S$ nearest the real axis. At $ka=\pi+i\alpha a^2/2$ the terms of $S$ are $(-1)^ne^{-\alpha a^2(n^2+n)/2}$; those with $n$ and $-1-n$ cancel. This zero gives $\kappa=\alpha a/2$, in agreement with the decay computed from the inverse overlap.

For isolated sites $A=e^{-Q^2/4\alpha}$. With $\beta=1/(4\alpha)$, $F$ then equals $vA$ and subtraction gives $E_x=-1/\sqrt{\pi\beta}=-2\sqrt{\alpha/\pi}$ on any mesh.

## Worked numbers

Take the round parameters $a=4$ bohr, $\alpha=0.2$ bohr$^{-2}$ and $\beta=0.5$ bohr$^2$. The nearest-neighbour overlap is 0.202 and $\kappa=0.4$ bohr$^{-1}$. The reference energy is computed from the real-space hole without a Coulomb sum over a $k$ mesh, using $1/s=(2/\sqrt\pi)\int_0^\infty e^{-s^2t^2}dt$ and the factorized hole. It is $-0.556606$ hartree per cell, or $-15.146$ eV; isolated Gaussians would give $-0.504627$ hartree.

The one-dimensional moments are $m_2=2.5$ bohr$^2$ and $m_4=38.574$ bohr$^4$, so $c=m_2/2=1.25$ bohr$^2=1/(4\alpha)$. Factorization gives $\langle\sum s_i^4\rangle=3m_4$ and $\langle s^4\rangle=3m_4+6m_2^2$, hence
$$\langle K_4\rangle=\tfrac65(m_4-3m_2^2)=1.2\,(38.574-18.750)=23.79\ \text{bohr}^4 .$$

Errors in hartree, with $c$ taken from the reference hole:

| $N$ | omitted | Gaussian, no limit | Gaussian, limit | $R=L/2$ |
|---|---|---|---|---|
| 4 | 1.73e-1 | -2.89e-3 | -5.90e-4 | -3.07e-4 |
| 8 | 8.82e-2 | -2.94e-4 | -6.23e-6 | -6.09e-7 |
| 16 | 4.43e-2 | -3.61e-5 | -1.73e-7 | -1.76e-12 |

At $N=16$, $L=64$ bohr. Equation (3) gives $-9.425/64^3-1.72\times10^{-7}=-3.61\times10^{-5}$ hartree, and (4) gives $-7.77\times23.79/64^5=-1.72\times10^{-7}$ hartree. Both agree with the table. Between $N=12$ and 24 the observed orders are 0.997 for omission, 3.009 without the limit and 5.007 with it.

The trigonometric form shows order 2.917. Its error times $V$ is $-6.57$, $-6.79$ and $-6.96$ hartree bohr$^3$ at $N=12$, 16 and 24. The form $C+B/N^2$ through the outer two values has $C=-7.09$ (the large-mesh limit is $-7.08$) and predicts $-6.80$ at $N=16$, so the deviation from 3 is consistent with an $L^{-5}$ correction.

For $R=L/2$ the fitted exponential rate is 1.573 per unit of $N$, against $\kappa a=1.600$. For the equal-volume sphere it is 1.287 against 1.215. The local rate of the latter varies between about 1.2 and 1.4 over the fitted meshes; the argument above fixes the exponent only, not the prefactor. At $N=24$ both truncated errors are near $10^{-14}$ hartree, at the level of rounding.

For an error below $10^{-5}$ hartree, $N=8$ suffices among the listed meshes for both truncations, and for the Gaussian with its limit if $c$ is exact. With $c$ from the finite differences of the pseudocode, the error at $N=8$ is $-1.05\times10^{-5}$ hartree, and $N=10$ is needed. Among these meshes the trigonometric form first meets the target at $N=24$; the Gaussian without the limit just misses there, at $1.07\times10^{-5}$. Omission would need $L\approx\xi/10^{-5}$, or $N\approx7\times10^4$. On very coarse meshes the ranking is not asymptotic: at $N=3$ the Gaussian with limit has error $1.05\times10^{-3}$, smaller than $3.45\times10^{-3}$ for $R=L/2$. The numerical output lists all meshes.

## Stability and failure modes

- **Choice of $\beta$.** Without the limit term, keep it fixed as $N$ grows: if $\beta\propto L^2$, the term $4\pi\beta/V$ in (3) decays only as $1/L$. With the limit term this contribution cancels, but $\beta$ must remain small enough for $e^{-L^2/4\beta}$ to be negligible. The reciprocal cutoff must also make $e^{-\beta Q_{\max}^2}$ negligible.
- **Cancellation.** For small $QR$, evaluate $1-\cos QR$ as $2\sin^2(QR/2)$.
- **Anisotropic crystals.** The curvature becomes a tensor and the limit at $\mathbf Q=0$ depends on direction. If the supercell is not cubic, $\varphi$ has an $l=2$ term of order $L^{-3}$ that couples to the quadrupole of the hole, and inserting the spherically averaged value generally leaves an $L^{-3}$ error. In a supercell of cubic symmetry that term is absent, and the averaged value restores the order $L^{-5}$.
- **Elongated supercells.** The shortest translation $T_{\min}$ limits the sphere to about $R=T_{\min}/2$. Refining the mesh along the other axes then does not remove the error from the missing outer hole.
- **Small gaps and metals.** A small $\kappa$ delays the exponential regime. In a metal with a sharp Fermi surface, the fraction of occupied states carried outside it by a shift $\mathbf Q$ is proportional to $Q$, so $A$ has a linear term. The remainder then behaves as $1/Q$, has no finite limit, and contributes an error of order $L^{-2}$ by the same scaling, besides the error of sampling the Fermi surface. The density matrix decays algebraically, and truncation loses its exponential rate.

## Values computed for the example and the checks

```
lattice constant a = 4.0 bohr
orbital exponent alpha = 0.20 bohr^-2
auxiliary width beta = 0.50 bohr^2
nearest-neighbour overlap = 0.2019
decay constant kappa = 0.400 bohr^-1
decay constant from inverse overlap = 0.400000 bohr^-1
reference exchange per cell = -0.5566056527 hartree
reference exchange per cell = -15.14601 eV
isolated Gaussian, formula = -0.50462650 hartree
isolated Gaussian, real-space road = -0.50462650 hartree
hole norm minus one = 2.1e-14
hole second moment per axis = 2.500000 bohr^2
hole fourth moment per axis = 38.57412 bohr^4
curvature c = 1.250000 bohr^2
hole average of K4 = 23.78894 bohr^4
Ewald constant xi = 2.837297
fourth-order lattice coefficient D = 7.7702
lattice integral W = 0.50546202
4 pi (beta-c) = -9.42478 hartree bohr^3
equal-volume radius R/L = 0.62035
errors in hartree; columns: N, then
  column 1: omitted
  column 2: GB trigonometric
  column 3: GB Gaussian, no limit
  column 4: GB Gaussian, with limit
  column 5: truncated, R=L/2
  column 6: truncated, equal volume
  2  3.09e-01 -1.05e-02 -3.34e-02 -1.50e-02 -8.04e-03 -3.69e-02
  3  2.28e-01  3.28e-03 -4.40e-03  1.05e-03  3.45e-03 -6.12e-03
  4  1.73e-01 -5.25e-04 -2.89e-03 -5.90e-04 -3.07e-04 -1.89e-03
  6  1.17e-01 -3.44e-04 -7.22e-04 -3.99e-05 -1.40e-05 -1.17e-04
  8  8.82e-02 -1.79e-04 -2.94e-04 -6.23e-06 -6.09e-07 -6.29e-06
 10  7.07e-02 -9.89e-05 -1.49e-04 -1.84e-06 -2.55e-08 -3.50e-07
 12  5.90e-02 -5.94e-05 -8.60e-05 -7.30e-07 -1.06e-09 -3.10e-08
 14  5.06e-02 -3.82e-05 -5.40e-05 -3.37e-07 -4.34e-11 -2.80e-09
 16  4.43e-02 -2.59e-05 -3.61e-05 -1.73e-07 -1.76e-12 -1.80e-10
 24  2.95e-02 -7.87e-06 -1.07e-05 -2.27e-08  1.39e-14  6.11e-15
order in 1/L, N=12 to 24, omitted: 0.997
order in 1/L, N=12 to 24, GB trigonometric: 2.917
order in 1/L, N=12 to 24, GB Gaussian, no limit: 3.009
order in 1/L, N=12 to 24, GB Gaussian, with limit: 5.007
-D K4/L^5 at N=16: -1.721e-07 hartree
-D K4/L^5 at N=24: -2.267e-08 hartree
rate per unit N, truncated, R=L/2: fitted 1.573, predicted 1.600
rate per unit N, truncated, equal volume: fitted 1.287, predicted 1.215
smallest listed N from which all errors are below 1e-5 hartree:
  omitted: above 24
  GB trigonometric: 24
  GB Gaussian, no limit: above 24
  GB Gaussian, with limit: 8
  truncated, R=L/2: 8
  truncated, equal volume: 8
```
